# Mean Si-H bond-breaking time from a subtraction-free first-passage solution: test program

```python
# RESULT UNDER TEST
# The mean time to break a Si-H bond, starting in vibrational level n, solves
#   (k_n + sum_m w_nm) tau_n - sum_m w_nm tau_m = 1
# w_nm: jump rate from bound level n to bound level m (1/s)
# k_n : escape rate from bound level n to all continuum states (1/s)
# The solution must equal the time integral of the survival probability.
# It is found by an elimination that never subtracts.
# Levels: Morse well, depth D (eV), range parameter a (1/angstrom).
# Two baths drive the bond: the lattice and hot channel carriers.
import numpy as np
import mpmath as mp
from scipy import constants as sc
from scipy.integrate import quad

mp.mp.dps = 100
HARTREE = sc.physical_constants["Hartree energy in eV"][0]
BOHR = sc.physical_constants["Bohr radius"][0] * 1e10      # angstrom
KB = sc.k / sc.e                                           # eV/K
MASS_H, MASS_SI = 1.008, 28.085                            # atomic mass units
MU = MASS_H * MASS_SI / (MASS_H + MASS_SI) * sc.atomic_mass / sc.m_e

DEPTH, RANGE = 2.6, 1.8              # eV, 1/angstrom
CURRENT, SIGMA = 20.0, 2e-18         # MA/cm2, cm2
KT_CARRIER, T_LATTICE = 0.2, 300.0   # eV, K
T1 = 1e-9                            # s


def morse_levels(depth=DEPTH, right=10.0, points=400):
    """Diagonalize the Morse Hamiltonian on a uniform sinc grid."""
    left = -0.9
    x = np.linspace(left, right, points) / BOHR
    dx = x[1] - x[0]
    diff = np.arange(points)[:, None] - np.arange(points)[None, :]
    safe = np.where(diff == 0, 1, diff)
    sign = np.where(diff % 2 == 0, 1.0, -1.0)
    kinetic = np.where(diff == 0, np.pi**2 / 3, 2.0 * sign / safe**2)
    kinetic = kinetic / (2 * MU * dx**2)
    a = RANGE * BOHR
    potential = depth / HARTREE * (1 - np.exp(-a * x))**2
    energy, vec = np.linalg.eigh(kinetic + np.diag(potential))
    bound = int(np.sum(energy < depth / HARTREE))
    linear = (vec[:, :bound].T * x) @ vec
    saturating = (vec[:, :bound].T * ((1 - np.exp(-a * x)) / a)) @ vec
    return {"E": energy * HARTREE, "N": bound,
            "linear": linear**2, "saturating": saturating**2}


def carrier_factors(gap, kT, cutoff=None, filling=0.0):
    """Downward and upward carrier factors for a positive level gap.
    filling = sheet density / (2D density of states * kT)."""
    boltz = np.exp(-gap / kT)
    if cutoff is not None:
        tail = np.exp(-cutoff / kT)
        return np.ones_like(gap), np.maximum(boltz - tail, 0) / (1 - tail)
    if filling > 0:
        z = np.expm1(filling)
        down = (filling - np.log1p(z * boltz)) / (filling * (1 - boltz))
        return down, down * boltz
    return np.ones_like(gap), boltz


def rates(lev, current=CURRENT, kT_carrier=KT_CARRIER, T=T_LATTICE,
          lifetime=T1, coupling="linear", ohmic=False, cutoff=None,
          filling=0.0):
    """Jump rates between bound levels and escape rates, in 1/s."""
    E, N = lev["E"], lev["N"]
    gap = E[None, :] - E[:N, None]
    size = np.abs(gap)
    size[np.arange(N), np.arange(N)] = 1.0      # diagonal is not used
    strength = lev[coupling] / lev[coupling][1, 0]
    lattice = np.where(gap > 0, np.exp(-size / (KB * T)), 1.0) / lifetime
    if ohmic:
        lattice = lattice * size / (E[1] - E[0])
    down, up = carrier_factors(size, kT_carrier, cutoff, filling)
    flux = current * 1e6 / sc.e                 # carriers per cm2 and s
    total = strength * (lattice + flux * SIGMA * np.where(gap > 0, up, down))
    W = total[:, :N].copy()
    np.fill_diagonal(W, 0.0)
    return W, total[:, N:].sum(axis=1)


def solve_positive(W, k, source):
    """Solve the first-passage system without any subtraction."""
    W, k = W.copy(), k.copy()
    r = np.array(source, dtype=float)
    N = len(k)
    out = np.zeros(N)
    for j in range(N - 1, 0, -1):
        out[j] = k[j] + W[j, :j].sum()
        share = W[:j, j] / out[j]
        W[:j, :j] += np.outer(share, W[j, :j])
        k[:j] += share * k[j]
        r[:j] += share * r[j]
    answer = np.zeros(N)
    answer[0] = r[0] / k[0]
    for j in range(1, N):
        answer[j] = (r[j] + W[j, :j] @ answer[:j]) / out[j]
    return answer


def mean_time(lev, **options):
    W, k = rates(lev, **options)
    return solve_positive(W, k, np.ones(len(k)))[0]


def generator(W, k):
    """Generator of the level populations in high precision."""
    N = len(k)
    Q = mp.matrix(N, N)
    for i in range(N):
        for j in range(N):
            if i != j:
                Q[i, j] = mp.mpf(float(W[i, j]))
        Q[i, i] = -mp.mpf(float(k[i])) - mp.fsum(
            mp.mpf(float(W[i, j])) for j in range(N) if j != i)
    return Q


def precise_solve(W, k):
    ones = mp.matrix([1] * len(k))
    return mp.lu_solve(-generator(W, k), ones)


def ordinary_solve(W, k):
    K = np.diag(k + W.sum(axis=1)) - W
    try:
        return np.linalg.solve(K, np.ones(len(k)))[0]
    except np.linalg.LinAlgError:
        return np.inf


def propagate(W, k, time_unit):
    """Integrate survival by doubling the propagation time."""
    fastest = float((k + W.sum(axis=1)).max())
    halvings = max(4, int(np.ceil(np.log2(2 * fastest * time_unit))))
    step = mp.mpf(float(time_unit)) / 2**halvings
    Q, N = generator(W, k), len(k)
    ones = mp.matrix([1] * N)
    P, term, area = mp.eye(N), mp.eye(N), ones * step
    for order in range(1, 41):
        term = (term * Q) * (step / order)
        P = P + term
        area = area + (term * ones) * (step / (order + 1))
    survival = {}
    for power in range(1, halvings + 6):
        area = area + P * area
        P = P * P
        survival[power - halvings] = float((P * ones)[0])
    return float(area[0]), survival, halvings + 5


def trajectories(W, k, count, rng):
    """Random jump histories from the ground level to escape."""
    N, total = len(k), k + W.sum(axis=1)
    cumulative = np.cumsum(np.column_stack([W, k]) / total[:, None], axis=1)
    state, alive = np.zeros(count, dtype=int), np.arange(count)
    clock, jumps = np.zeros(count), np.zeros(count)
    while alive.size:
        s = state[alive]
        clock[alive] += rng.exponential(size=alive.size) / total[s]
        jumps[alive] += 1
        draw = rng.random(alive.size)
        new = np.minimum((draw[:, None] > cumulative[s]).sum(axis=1), N)
        state[alive] = new
        alive = alive[new < N]
    return clock, jumps


# Levels against the closed Morse spectrum, and the oscillator sum rule
lev = morse_levels()
E, N = lev["E"], lev["N"]
omega = RANGE * BOHR * np.sqrt(2 * DEPTH / HARTREE / MU) * HARTREE
half = np.arange(N) + 0.5
closed = omega * half - omega**2 * half**2 / (4 * DEPTH)
assert N == int(np.floor(2 * DEPTH / omega - 0.5)) + 1
assert np.max(np.abs(E[:N] - closed)) < 1e-6
for n in (0, N // 2):
    rule = np.sum(2 * MU * (E - E[n]) / HARTREE * lev["linear"][n])
    assert abs(rule - 1) < 1e-5
gap10 = E[1] - E[0]

# Carrier factors against integrals over the carrier energy
CUTOFF = 1.5                                        # eV
kt = KT_CARRIER
num = quad(lambda e: np.exp(-e / kt), gap10, CUTOFF)[0]
den = quad(lambda e: np.exp(-e / kt), 0, CUTOFF)[0]
assert abs(carrier_factors(np.array(gap10), kt, CUTOFF)[1] - num/den) < 1e-8
num = quad(lambda e: np.exp(-e / kt), gap10, 40 * kt)[0]
den = quad(lambda e: np.exp(-e / kt), 0, 40 * kt)[0]
assert abs(carrier_factors(np.array(gap10), kt)[1] - num / den) < 1e-8
THICKNESS, SPEED = 2e-7, 1e7                        # cm, cm/s
sheet = CURRENT * 1e6 * THICKNESS / (sc.e * SPEED)  # 1/cm2
dos = 2 * 0.19 / np.pi / HARTREE / (BOHR * 1e-8)**2  # two valleys
filling = sheet / (dos * kt)
z = np.expm1(filling)
fermi = lambda e: 1 / (np.exp(e / kt) / z + 1)
num = quad(lambda e: fermi(e) * (1 - fermi(e + gap10)), 0, 40 * kt)[0]
den = quad(fermi, 0, 40 * kt)[0]
factor = carrier_factors(np.array(gap10), kt, filling=filling)[0]
assert abs(factor - num / den) < 1e-7

# Main solution, high-precision solution and direct propagation
W, k = rates(lev)
total = k + W.sum(axis=1)
tau = solve_positive(W, k, np.ones(N))
reference = precise_solve(W, k)
for n in range(N):
    assert abs(tau[n] / float(reference[n]) - 1) < 1e-11
ordinary_error = abs(ordinary_solve(W, k) / float(reference[0]) - 1)
area, survival, doublings = propagate(W, k, tau[0])
assert abs(area / tau[0] - 1) < 1e-10
for power in (-3, 0, 1):
    assert abs(survival[power] - np.exp(-2.0**power)) < 1e-3
wide = morse_levels(right=13.0, points=510)
box_change = abs(mean_time(wide) / tau[0] - 1)
assert box_change < 1e-3

# Spread, jump count, residence times and exit levels
second = solve_positive(W, k, 2 * tau)[0]
spread = np.sqrt(second / tau[0]**2 - 1)
jump_count = solve_positive(W, k, total)[0]
residence = np.array([solve_positive(W, k, row)[0] for row in np.eye(N)])
exit_share = residence * k
assert abs(exit_share.sum() - 1) < 1e-10
assert abs(residence.sum() / tau[0] - 1) < 1e-10

# Single-step ladder against its closed double sum
ladder = np.diag(np.diag(W, 1), 1) + np.diag(np.diag(W, -1), -1)
top_exit = np.zeros(N)
top_exit[-1] = k[-1]
tau_ladder = solve_positive(ladder, top_exit, np.ones(N))[0]
up_rate = np.append(np.diag(W, 1), k[-1])
down_rate = np.append(0.0, np.diag(W, -1))
double_sum = sum(np.prod(down_rate[j + 1:n + 1] / up_rate[j + 1:n + 1])
                 / up_rate[j] for n in range(N) for j in range(n + 1))
assert abs(tau_ladder / double_sum - 1) < 1e-11

# No carriers: the subtraction-free solver survives, the ordinary one fails
Wc, kc = rates(lev, current=0.0)
tau_cold = solve_positive(Wc, kc, np.ones(N))[0]
assert abs(tau_cold / float(precise_solve(Wc, kc)[0]) - 1) < 1e-11
ordinary_cold = ordinary_solve(Wc, kc)
assert abs(ordinary_cold / tau_cold - 1) > 0.5

# Accelerated case, cheap enough for random trajectories
FAST_CURRENT, FAST_KT, COUNT = 50 * CURRENT, 0.6, 4000
Wf, kf = rates(lev, current=FAST_CURRENT, kT_carrier=FAST_KT)
tau_fast = solve_positive(Wf, kf, np.ones(N))
jumps_fast = solve_positive(Wf, kf, kf + Wf.sum(axis=1))[0]
sd_fast = np.sqrt(solve_positive(Wf, kf, 2*tau_fast)[0] - tau_fast[0]**2)
clock, jumps = trajectories(Wf, kf, COUNT, np.random.default_rng(7))
error = clock.std() / np.sqrt(COUNT)
assert abs(clock.mean() - tau_fast[0]) < 4 * error
assert abs(jumps.mean() - jumps_fast) < 4 * jumps.std() / np.sqrt(COUNT)
assert abs(clock.std() / sd_fast - 1) < 0.1       # sampling error near 2 %

# Current dependence and neglected effects
slope = np.log(mean_time(lev, current=CURRENT / 1.1)
               / mean_time(lev, current=CURRENT * 1.1)) / np.log(1.21)
DIPOLE, FIELD = 0.2, 5.0                          # e angstrom, MV/cm
field_shift = DIPOLE * FIELD * 0.01               # eV
variants = {
    "saturating coupling": mean_time(lev, coupling="saturating"),
    "lattice spectrum prop. to gap": mean_time(lev, ohmic=True),
    "carrier cutoff 1.5 eV": mean_time(lev, cutoff=CUTOFF),
    "carrier degeneracy": mean_time(lev, filling=filling),
    "well shallower by 0.1 eV": mean_time(morse_levels(DEPTH - 0.1)),
    "oxide field shift": mean_time(morse_levels(DEPTH - field_shift)),
    "lattice at 400 K": mean_time(lev, T=400.0),
    "T1 halved": mean_time(lev, lifetime=T1 / 2),
}
speed = np.sqrt(2 * KB * T_LATTICE * sc.e / (MASS_H * sc.atomic_mass))
recapture = W[-1, :-1].sum() * 1e-10 / speed
broadening = sc.hbar / sc.e * total.max()

print(f"well depth {DEPTH} eV, range parameter {RANGE} 1/angstrom")
print(f"lattice {T_LATTICE:.0f} K, T1 {T1:.1e} s")
print(f"current density {CURRENT:.0f} MA/cm2, carrier kT {KT_CARRIER} eV")
print(f"carrier cross section {SIGMA:.1e} cm2")
print(f"harmonic quantum {omega:.4f} eV, 0-1 gap {gap10:.4f} eV")
print(f"bound levels {N}, escape energy from ground {DEPTH-E[0]:.4f} eV")
print(f"top level below continuum by {DEPTH-E[N-1]:.5f} eV")
print(f"carrier-induced 1->0 rate {CURRENT*1e6/sc.e*SIGMA:.4e} 1/s")
print(f"total rates 0->1 {W[0,1]:.4e}, 1->0 {W[1,0]:.4e} 1/s")
print(f"escape rates: ground {k[0]:.3e}, top {k[-1]:.3e} 1/s")
print(f"MEAN BREAKING TIME, linear system {tau[0]:.6e} s")
print(f"same, direct propagation {area:.6e} s")
print(f"relative difference {abs(area/tau[0]-1):.1e}")
print(f"time doublings used {doublings}")
print(f"mean time from middle level {N//2}: {tau[N//2]:.6e} s")
print(f"mean time from top level {N-1}: {tau[-1]:.6e} s")
for power in (-3, 0, 1):
    print(f"survival at {2.0**power:g} mean times {survival[power]:.6f}")
print(f"standard deviation / mean {spread:.6f}")
print(f"expected jumps per trajectory {jump_count:.3e}")
print(f"residence ratio level 1 / level 0 {residence[1]/residence[0]:.5f}")
best = int(np.argmax(exit_share))
print(f"most frequent exit level {best}, share {exit_share[best]:.4f}")
print(f"exit share of levels below {N//2}: {exit_share[:N//2].sum():.3e}")
print(f"mean exit level {np.arange(N) @ exit_share:.2f}")
print(f"single-step ladder, top exit only: {tau_ladder:.4e} s")
print(f"breaking rate ~ current to the power {slope:.3f}")
print(f"ordinary solver relative error {ordinary_error:.1e}")
print(f"no carriers: mean time {tau_cold:.4e} s")
print(f"no carriers: ordinary solver gives {ordinary_cold:.3e} s")
print(f"box enlargement changes time by fraction {box_change:.1e}")
print(f"accelerated: {FAST_CURRENT:.0f} MA/cm2, carrier kT {FAST_KT} eV")
print(f"accelerated: linear system {tau_fast[0]:.4e} s")
print(f"accelerated: {COUNT} trajectories {clock.mean():.4e} s")
print(f"accelerated: standard error {error:.1e} s")
print(f"accelerated: jumps predicted {jumps_fast:.1f}")
print(f"accelerated: jumps sampled {jumps.mean():.1f}")
print(f"sheet density {sheet:.2e} 1/cm2, filling {filling:.3f}")
print(f"field {FIELD:.0f} MV/cm, dipole change {DIPOLE} e angstrom")
print(f"resulting well shift {field_shift:.3f} eV")
print("mean time relative to main result, one change at a time:")
for name, value in variants.items():
    print(f"  {name}: {value/tau[0]:.4g}")
print(f"estimated recapture probability {recapture:.1e}")
print(f"largest level broadening {broadening:.1e} eV")
print(f"smallest level gap {np.diff(E[:N]).min():.4f} eV")
print("every check passed")
```

It prints:

```
well depth 2.6 eV, range parameter 1.8 1/angstrom
lattice 300 K, T1 1.0e-09 s
current density 20 MA/cm2, carrier kT 0.2 eV
carrier cross section 2.0e-18 cm2
harmonic quantum 0.2690 eV, 0-1 gap 0.2551 eV
bound levels 19, escape energy from ground 2.4672 eV
top level below continuum by 0.00478 eV
carrier-induced 1->0 rate 2.4966e+08 1/s
total rates 0->1 6.9776e+07, 1->0 1.2497e+09 1/s
escape rates: ground 4.840e-09, top 7.022e+10 1/s
MEAN BREAKING TIME, linear system 4.037501e+03 s
same, direct propagation 4.037501e+03 s
relative difference 1.3e-14
time doublings used 55
mean time from middle level 9: 4.037335e+03 s
mean time from top level 18: 8.795809e+02 s
survival at 0.125 mean times 0.882497
survival at 1 mean times 0.367879
survival at 2 mean times 0.135335
standard deviation / mean 1.000000
expected jumps per trajectory 6.086e+11
residence ratio level 1 / level 0 0.05602
most frequent exit level 18, share 0.3099
exit share of levels below 9: 8.206e-02
mean exit level 14.81
single-step ladder, top exit only: 1.3639e+06 s
breaking rate ~ current to the power 7.916
ordinary solver relative error 5.5e-05
no carriers: mean time 8.6512e+30 s
no carriers: ordinary solver gives -3.664e+11 s
box enlargement changes time by fraction 2.6e-07
accelerated: 1000 MA/cm2, carrier kT 0.6 eV
accelerated: linear system 6.8452e-09 s
accelerated: 4000 trajectories 6.7437e-09 s
accelerated: standard error 1.0e-10 s
accelerated: jumps predicted 358.9
accelerated: jumps sampled 353.4
sheet density 2.50e+12 1/cm2, filling 0.079
field 5 MV/cm, dipole change 0.2 e angstrom
resulting well shift 0.010 eV
mean time relative to main result, one change at a time:
  saturating coupling: 0.02444
  lattice spectrum prop. to gap: 0.08649
  carrier cutoff 1.5 eV: 1.069
  carrier degeneracy: 1.111
  well shallower by 0.1 eV: 0.4133
  oxide field shift: 0.9163
  lattice at 400 K: 0.5318
  T1 halved: 70.08
estimated recapture probability 1.9e-03
largest level broadening 7.5e-05 eV
smallest level gap 0.0185 eV
every check passed
```
